# Fermi-level shifting and doping-enhanced solid-phase epitaxy in silicon: a numerical check

```python
"""Doping-enhanced solid-phase epitaxy: generalized Fermi-level-shifting model.

Result under test: velocity ratio doped/intrinsic
    R = (1 + a*y + b/y) / (1 + a + b),   y = exp((E_F - E_i)/kT),
    a = exp((E_i - E_minus)/kT)/2,       b = exp((E_plus - E_i)/kT)/2.
E_F: Fermi level; E_i: its intrinsic value; E_minus: (0/-) defect level;
E_plus: (+/0) defect level. Energies are in eV above the valence edge.
The neutral defect population is fixed, defects are dilute, and all charge
states rearrange bonds at the same rate, unless a test relaxes this.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

temperature = 800.0
gap = 0.95
mass_e, mass_h = 1.2, 1.0
E_minus, E_plus = 0.80, 0.20
kT = const.k * temperature / const.e

# Carriers by direct integration over momentum, in cm^-3
nodes, weights = np.polynomial.legendre.leggauss(160)
t = 4.5 * (nodes + 1)
wt = 4.5 * weights


def band_carriers(mass, eta):
    k_thermal = np.sqrt(2 * mass * const.m_e * const.k * temperature) / const.hbar
    return k_thermal**3 / np.pi**2 * np.sum(wt * t**2 * expit(eta - t**2)) * 1e-6


def electrons(fermi):
    return band_carriers(mass_e, (fermi - gap) / kT)


def holes(fermi):
    return band_carriers(mass_h, -fermi / kT)


def fermi_level(net_donors):
    return brentq(lambda e: holes(e) - electrons(e) + net_donors,
                  -0.5, gap + 0.5, xtol=1e-14, rtol=1e-14)


def band_density(mass):
    return 2 * (2 * np.pi * mass * const.m_e * const.k * temperature
                / const.h**2)**1.5 * 1e-6


# Interface growth rate by enumeration of every microstate of four sites
configs = np.array(list(product(range(5), repeat=4)))


def enumerated_growth(fermi, formation, acceptor=E_minus, donor=E_plus,
                      rate_minus=1.0, rate_plus=1.0):
    repulsion = acceptor - donor
    orbital_energy = [0.0, donor, donor, 2 * donor + repulsion]
    occupation = [0, 1, 1, 2]
    cost = np.array([0.0] + [formation + e - donor - (n - 1) * fermi
                            for e, n in zip(orbital_energy, occupation)])
    rate = np.array([0.0, rate_plus, 1.0, 1.0, rate_minus])
    boltzmann = np.exp(-cost[configs].sum(axis=1) / kT)
    return np.sum(boltzmann * rate[configs].sum(axis=1)) / boltzmann.sum() / 4


# Defects from rate equations: neutral creation, charge exchange and loss
def steady_defects(x_minus, x_plus, charged_loss, exchange):
    c1, c2 = exchange, 3 * exchange
    matrix = np.array([[-1 - c1 * x_minus - c2 * x_plus, c1, c2],
                       [c1 * x_minus, -c1 - charged_loss, 0.0],
                       [c2 * x_plus, 0.0, -c2 - charged_loss]])
    return np.linalg.solve(matrix, [-1.0, 0.0, 0.0]).sum()


E_i = fermi_level(0.0)
n_i = electrons(E_i)
N_c, N_v = band_density(mass_e), band_density(mass_h)
a = 0.5 * np.exp((E_i - E_minus) / kT)
b = 0.5 * np.exp((E_plus - E_i) / kT)


def y_of(fermi):
    return np.exp((fermi - E_i) / kT)


def ratio(y, rate_minus=1.0, rate_plus=1.0):
    am, bp = a * rate_minus, b * rate_plus
    return (1 + am * y + bp / y) / (1 + am + bp)


# Velocity ratio, with equal and with unequal rates, against enumeration
dilute = 1.5
for net in (-1e20, -1e18, 1e18, 1e19, 1e20):
    e = fermi_level(net)
    for rm, rp in ((1.0, 1.0), (3.0, 0.5)):
        counted = (enumerated_growth(e, dilute, rate_minus=rm, rate_plus=rp)
                   / enumerated_growth(E_i, dilute, rate_minus=rm, rate_plus=rp))
        assert abs(counted / ratio(y_of(e), rm, rp) - 1) < 1e-6

# Finite coverage, where defects compete for interface sites
E_doped = fermi_level(1e20)
y_doped = y_of(E_doped)
R_doped = ratio(y_doped)
S_i = a + b
S_d = a * y_doped + b / y_doped
w_neutral = 2 * np.exp(-0.15 / kT)
crowded = enumerated_growth(E_doped, 0.15) / enumerated_growth(E_i, 0.15)
crowded_formula = (R_doped * (1 + w_neutral * (1 + S_i))
                   / (1 + w_neutral * (1 + S_d)))
assert abs(crowded / crowded_formula - 1) < 1e-10
assert crowded < 0.9 * R_doped


# Effect of losing charged defects
def kinetic_ratio(loss, exchange):
    return (steady_defects(a * y_doped, b / y_doped, loss, exchange)
            / steady_defects(a, b, loss, exchange))


def loss_formula(loss):
    return R_doped * (1 + loss * S_i) / (1 + loss * S_d)


assert abs(kinetic_ratio(0.0, 0.01) / R_doped - 1) < 1e-9
assert abs(kinetic_ratio(1.0, 0.01) - 1) < 1e-9
for loss in (0.1, 0.3, 2.0):
    assert abs(kinetic_ratio(loss, 1e7) / loss_formula(loss) - 1) < 1e-5

# Carrier laws: the tolerances allow for the next degeneracy correction
n_i_boltzmann = np.sqrt(N_c * N_v) * np.exp(-gap / (2 * kT))
assert abs(n_i / n_i_boltzmann - 1) < 1e-3
delta = 1e18 / (2 * n_i)
assert abs(y_of(fermi_level(1e18)) / (delta + np.sqrt(1 + delta**2)) - 1) < 5e-3
e19 = fermi_level(1e19)
n19 = electrons(e19)
y19 = n19 / n_i * np.exp((n19 - n_i) / (np.sqrt(8) * N_c))
assert abs(y_of(e19) / y19 - 1) < 1e-4

# Initial slope with doping, from enumerated populations
step = 0.02 * n_i
slope_counted = ((enumerated_growth(fermi_level(step), dilute)
                  - enumerated_growth(fermi_level(-step), dilute))
                 / enumerated_growth(E_i, dilute) / (2 * step / n_i))
slope = (a - b) / (1 + a + b) / 2
assert abs(slope_counted / slope - 1) < 2e-3

# Slowest growth, found numerically from enumerated populations
base = enumerated_growth(E_i, dilute)
lowest = minimize_scalar(lambda e: enumerated_growth(e, dilute) / base,
                         bounds=(0.3, 0.7), method="bounded",
                         options={"xatol": 1e-9})
R_min = (1 + 2 * np.sqrt(a * b)) / (1 + a + b)
assert abs(lowest.x - (E_minus + E_plus) / 2) < 1e-4
assert abs(lowest.fun - R_min) < 1e-7


# Recover the acceptor level from one velocity ratio
def recovered_level(measured_ratio, y):
    a_found = (measured_ratio - 1) / (y - measured_ratio)
    return E_i - kT * np.log(2 * a_found)


only_negative = (enumerated_growth(E_doped, dilute, donor=-5.0)
                 / enumerated_growth(E_i, dilute, donor=-5.0))
assert abs(recovered_level(only_negative, y_doped) - E_minus) < 1e-6

n_ratio = electrons(E_doped) / n_i
w_example = 1e-3
R_covered = (R_doped * (1 + w_example * (1 + S_i))
             / (1 + w_example * (1 + S_d)))

print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.5f} eV")
print(f"band gap = {gap:.2f} eV")
print(f"electron, hole DOS masses = {mass_e:.1f}, {mass_h:.1f} m_e")
print(f"defect level (0/-) = {E_minus:.2f} eV above valence edge")
print(f"defect level (+/0) = {E_plus:.2f} eV above valence edge")
print(f"N_c = {N_c:.4e} cm^-3")
print(f"N_v = {N_v:.4e} cm^-3")
print(f"n_i = {n_i:.4e} cm^-3")
print(f"E_i = {E_i:.5f} eV above valence edge")
print(f"a = {a:.6f} (dimensionless)")
print(f"b = {b:.6f} (dimensionless)")
print("net donors (cm^-3), E_F (eV), y, a*y, b/y, R:")
for net in (-1e20, -1e19, -1e18, 0.0, 1e17, 1e18, 1e19, 1e20):
    e = fermi_level(net)
    y = y_of(e)
    print(f"{net:9.1e} {e:8.5f} {y:11.4e} {a*y:10.3e} {b/y:10.3e} {ratio(y):9.5f}")
print(f"initial slope dR/d(N/n_i) = {slope:.6f}")
print(f"E_F at slowest growth = {lowest.x:.4f} eV above valence edge")
print(f"minimum R = {R_min:.6f}")
print("for net donors 1e20 cm^-3:")
print(f"n/n_i = {n_ratio:.2f}")
print(f"y = {y_doped:.2f}")
print(f"R using y = {R_doped:.4f}")
print(f"R using n/n_i for y = {ratio(n_ratio):.4f}")
print(f"recovered (0/-) level using y = {recovered_level(R_doped, y_doped):.4f} eV")
print(f"recovered level using n/n_i = {recovered_level(R_doped, n_ratio):.4f} eV")
print(f"neutral site weight w0 = {w_example:.1e} (dimensionless)")
print(f"R with this coverage = {R_covered:.4f}")
for loss in (0.0, 0.1, 1.0):
    print(f"R at charged/neutral loss ratio {loss:.1f} = {loss_formula(loss):.4f}")
print("every check passed")
```

Printed output:

```
temperature = 800 K
kT = 0.06894 eV
band gap = 0.95 eV
electron, hole DOS masses = 1.2, 1.0 m_e
defect level (0/-) = 0.80 eV above valence edge
defect level (+/0) = 0.20 eV above valence edge
N_c = 1.4365e+20 cm^-3
N_v = 1.0928e+20 cm^-3
n_i = 1.2746e+17 cm^-3
E_i = 0.46557 eV above valence edge
a = 0.003910 (dimensionless)
b = 0.010616 (dimensionless)
net donors (cm^-3), E_F (eV), y, a*y, b/y, R:
 -1.0e+20 -0.01591  9.2641e-04  3.622e-06  1.146e+01  12.28071
 -1.0e+19  0.16261  1.2344e-02  4.826e-05  8.600e-01   1.83341
 -1.0e+18  0.32227  1.2510e-01  4.891e-04  8.486e-02   1.06981
  0.0e+00  0.46557  1.0000e+00  3.910e-03  1.062e-02   1.00000
  1.0e+17  0.49197  1.4667e+00  5.734e-03  7.238e-03   0.99847
  1.0e+18  0.60882  7.9881e+00  3.123e-02  1.329e-03   1.01778
  1.0e+19  0.76800  8.0395e+01  3.143e-01  1.320e-04   1.29564
  1.0e+20  0.94184  1.0008e+03  3.913e+00  1.061e-05   4.84261
initial slope dR/d(N/n_i) = -0.003305
E_F at slowest growth = 0.5000 eV above valence edge
minimum R = 0.998383
for net donors 1e20 cm^-3:
n/n_i = 784.54
y = 1000.81
R using y = 4.8426
R using n/n_i for y = 4.0092
recovered (0/-) level using y = 0.8009 eV
recovered level using n/n_i = 0.7840 eV
neutral site weight w0 = 1.0e-03 (dimensionless)
R with this coverage = 4.8238
R at charged/neutral loss ratio 0.0 = 4.8426
R at charged/neutral loss ratio 0.1 = 3.4857
R at charged/neutral loss ratio 1.0 = 1.0000
every check passed
```
